# Floating correlated Gaussians for H2: convergence as the basis is doubled: test program

```python
"""
H2 with clamped protons at z = +R/2 and -R/2, R = 1.4 bohr, computed with
floating explicitly correlated Gaussians
    phi(r1, r2) = exp(-(x - s)^T A (x - s)),   x = (r1, r2),
A = [[a11, a12], [a12, a22]] positive definite, s = (s1, s2) centres on the axis.
Result under test: closed formulas for all integrals and energy slopes, and the
fall of the variational energy toward -1.1744757 hartree as the number K of
jointly optimised functions is doubled from 1 to 32.
Lengths are in bohr and energies in hartree, so hbar = m = e^2/(4 pi eps0) = 1.
A function is stored as (a11, a22, a12, s1, s2). The optimiser uses
(u, v, w, s1, s2) with A = L L^T and L = [[exp(u), 0], [v, exp(w)]].
"""
import numpy as np
import mpmath as mp
from scipy import constants, special

np.seterr(all="ignore")
R = 1.4
REFERENCE = -1.1744757          # comparison value supplied with the task
SMALLEST_OVERLAP = 1e-9         # bases closer to linear dependence are refused
DOUBLE = (np.exp, np.sqrt, special.erf)


def pair_integrals(bra, ket, distance, slopes=False, library=DOUBLE):
    """Overlap; kinetic, attraction, repulsion divided by the overlap; and the
    derivatives of log(overlap) and of the summed ratios by the bra parameters."""
    exp, sqrt, erf = library
    a11, a22, a12, s1, s2 = bra
    b11, b22, b12, t1, t2 = ket
    c11, c22, c12 = a11 + b11, a22 + b22, a12 + b12
    det = c11 * c22 - c12 * c12
    g11, g22, g12 = c22 / det, c11 / det, -c12 / det        # G = inverse of A+B
    m11, m12 = b11 * g11 + b12 * g12, b11 * g12 + b12 * g22  # M = B G
    m21, m22 = b12 * g11 + b22 * g12, b12 * g12 + b22 * g22
    d11, d12 = m11 * a11 + m12 * a12, m11 * a12 + m12 * a22  # D = B G A
    d22 = m21 * a12 + m22 * a22
    x1, x2 = s1 - t1, s2 - t2
    f1, f2 = d11 * x1 + d12 * x2, d12 * x1 + d22 * x2
    z1, z2 = m11 * x1 + m21 * x2, m12 * x1 + m22 * x2        # s minus product centre
    p1, p2 = s1 - z1, s2 - z2
    overlap = np.pi**3 * exp(-(x1 * f1 + x2 * f2)) / (det * sqrt(det))
    kinetic = 3 * (d11 + d22) - 2 * (f1 * f1 + f2 * f2)
    dlog = dmean = None
    if slopes:
        dlog = [-1.5 * g11 - z1 * z1, -1.5 * g22 - z2 * z2,
                -3 * g12 - 2 * z1 * z2, -2 * f1, -2 * f2]
        y1, y2 = m11 * f1 + m21 * f2, m12 * f1 + m22 * f2
        dmean = [3 * (m11 * m11 + m21 * m21) - 4 * y1 * z1,
                 3 * (m12 * m12 + m22 * m22) - 4 * y2 * z2,
                 6 * (m11 * m12 + m21 * m22) - 4 * (y1 * z2 + y2 * z1),
                 -4 * (d11 * f1 + d12 * f2), -4 * (d12 * f1 + d22 * f2)]
    attraction, repulsion = 0.0, 0.0
    half = distance / 2
    for w1, w2, point, charge in ((1, 0, half, -1), (1, 0, -half, -1),
                                  (0, 1, half, -1), (0, 1, -half, -1),
                                  (1, -1, 0.0, 1)):
        k1, k2 = w1 * g11 + w2 * g12, w1 * g12 + w2 * g22
        v = w1 * k1 + w2 * k2
        root = sqrt(v)
        x = (w1 * p1 + w2 * p2 - point) / root
        x = np.where(abs(x) < 1e-8, 1e-8, x)    # erf(x)/x is flat at the origin
        error_function = erf(x)
        term = charge * error_function / (x * root)
        if charge < 0:
            attraction = attraction + term
        else:
            repulsion = repulsion + term
        if slopes:
            xx = x * x
            bell = 2 / np.sqrt(np.pi) * exp(-xx)
            series = 2 / np.sqrt(np.pi) * x * (-2 / 3 + xx * (0.4 - xx / 7))
            du = np.where(abs(x) < 0.03, series, (bell * x - error_function) / xx)
            du = charge * du / v
            dv = -charge * bell / (2 * v * root)
            dmean[0] = dmean[0] + du * k1 * z1 - dv * k1 * k1
            dmean[1] = dmean[1] + du * k2 * z2 - dv * k2 * k2
            dmean[2] = dmean[2] + du * (k1 * z2 + k2 * z1) - 2 * dv * k1 * k2
            dmean[3] = dmean[3] + du * (a11 * k1 + a12 * k2)
            dmean[4] = dmean[4] + du * (a12 * k1 + a22 * k2)
    return overlap, kinetic, attraction, repulsion, dlog, dmean


def images(functions):
    """Identity, electron exchange, reflection z -> -z, and both together."""
    a, b, c, s, t = functions
    four = np.array([[a, b, c, s, t], [b, a, c, t, s],
                     [a, b, c, -s, -t], [b, a, c, -t, -s]])
    return four.transpose(1, 0, 2)[:, :, None, :]


def to_functions(parameters):
    u, v, w, s, t = parameters
    return np.array([np.exp(2 * u), v * v + np.exp(2 * w), v * np.exp(u), s, t])


def solve(parameters, distance=R, slopes=False):
    """Total energy, coefficients, smallest overlap eigenvalue, integrals."""
    functions = to_functions(parameters)
    parts = pair_integrals(functions[:, :, None], images(functions), distance, slopes)
    overlap, mean = parts[0], parts[1] + parts[2] + parts[3]
    S, H = overlap.sum(0), (overlap * mean).sum(0)
    norm = 1 / np.sqrt(np.diag(S))
    scale = norm[:, None] * norm
    S, H = S * scale, H * scale
    if not (np.isfinite(S).all() and np.isfinite(H).all()):
        return None
    eigenvalues, vectors = np.linalg.eigh(S)
    if eigenvalues[0] < SMALLEST_OVERLAP:
        return None
    X = vectors / np.sqrt(eigenvalues)
    energies, states = np.linalg.eigh(X.T @ H @ X)
    return energies[0] + 1 / distance, norm * (X @ states[:, 0]), eigenvalues[0], parts


def energy_and_slope(flat):
    parameters = flat.reshape(5, -1)
    solution = solve(parameters, slopes=True)
    if solution is None:
        return np.inf, np.zeros_like(flat)
    energy, c, _, (overlap, kin, att, rep, dlog, dmean) = solution
    weight = overlap * c
    shifted = weight * (kin + att + rep - (energy - 1 / R))
    g = [2 * c * (shifted * dl + weight * dm).sum(axis=(0, 2))
         for dl, dm in zip(dlog, dmean)]
    u, v, w = parameters[:3]
    slope = np.array([2 * np.exp(2 * u) * g[0] + v * np.exp(u) * g[2],
                      2 * v * g[1] + np.exp(u) * g[2],
                      2 * np.exp(2 * w) * g[1], g[3], g[4]])
    return energy, slope.ravel()


def uncoupled_energy_and_slope(flat):
    """Same energy, but the parameter that couples the electrons stays fixed."""
    energy, slope = energy_and_slope(flat)
    slope = slope.reshape(5, -1).copy()
    slope[1] = 0.0
    return energy, slope.ravel()


def minimise(objective, x, max_steps, tolerance=1e-7):
    """BFGS with a limited step length and a backtracking line search."""
    value, slope = objective(x)
    inverse, steps = None, 0
    while steps < max_steps and np.abs(slope).max() > tolerance:
        fresh = inverse is None
        direction = (-slope * 0.05 / np.abs(slope).max() if fresh
                     else -inverse @ slope)
        direction = direction * min(1.0, 0.4 / np.abs(direction).max())
        fall = direction @ slope
        if not fall < 0:
            if fresh:
                break
            inverse = None
            continue
        length, accepted = 1.0, False
        while length > 1e-7:
            new_value, new_slope = objective(x + length * direction)
            if new_value <= value + 1e-4 * length * fall:
                accepted = True
                break
            length *= 0.3
        if not accepted:
            if fresh:
                break
            inverse = None
            continue
        step, change = length * direction, new_slope - slope
        curvature = step @ change
        if curvature > 1e-10 * np.linalg.norm(step) * np.linalg.norm(change):
            if fresh:
                inverse = np.eye(x.size) * curvature / (change @ change)
            hy = inverse @ change
            cross = np.outer(hy, step)
            inverse = (inverse - (cross + cross.T) / curvature
                       + np.outer(step, step) * (1 + change @ hy / curvature) / curvature)
        elif not fresh:
            inverse = 2 * inverse       # surface bends downward: take longer steps
        x, value, slope = x + step, new_value, new_slope
        steps += 1
    return x, value, np.abs(slope).max(), steps


def add_function(parameters, rng, trials=300):
    """Append the random candidate that lowers a two-state energy the most."""
    energy, c, _, _ = solve(parameters)
    e0 = energy - 1 / R
    candidates = np.array([rng.uniform(-1.05, 0.9, trials), rng.normal(0, 0.3, trials),
                           rng.uniform(-1.05, 0.9, trials), rng.uniform(-1, 1, trials),
                           rng.uniform(-1, 1, trials)])
    new = to_functions(candidates)
    o, k, a, r, _, _ = pair_integrals(new[:, :, None], images(to_functions(parameters)), R)
    s01, h01 = o.sum(0) @ c, (o * (k + a + r)).sum(0) @ c
    o, k, a, r, _, _ = pair_integrals(new, images(new)[:, :, 0, :], R)
    s11, h11 = o.sum(0), (o * (k + a + r)).sum(0)
    qa = s11 - s01**2
    qb = e0 * s11 + h11 - 2 * h01 * s01
    qc = e0 * h11 - h01**2
    root = (qb - np.sqrt(qb**2 - 4 * qa * qc)) / (2 * qa)
    root[qa < 1e-4 * s11] = np.nan
    for index in np.argsort(root):
        trial = np.hstack([parameters, candidates[:, index:index + 1]])
        if solve(trial) is not None:
            return trial
    raise AssertionError("no independent candidate found")


def components(parameters):
    """Expectation values of kinetic energy, attraction and electron repulsion."""
    _, c, _, parts = solve(parameters)
    return [c @ (parts[0] * part).sum(0) @ c for part in parts[1:4]]


# ---- integrals of one pair of functions by direct quadrature -----------------
def cartesian_factor(function, x1, x2, along_axis):
    a11, a22, a12, s1, s2 = function
    y1, y2 = x1 - s1 * along_axis, x2 - s2 * along_axis
    return np.exp(-a11 * y1**2 - a22 * y2**2 - 2 * a12 * y1 * y2)


def quadrature_integrals(f, g):
    line = np.linspace(-7, 7, 141)
    h = line[1] - line[0]
    X1, X2 = np.meshgrid(line, line, indexing="ij")
    delta, overlaps, kinetics = 1e-3, [], []
    for axis in (0, 1):
        left, right = cartesian_factor(f, X1, X2, axis), cartesian_factor(g, X1, X2, axis)
        laplacian = (cartesian_factor(g, X1 + delta, X2, axis)
                     + cartesian_factor(g, X1 - delta, X2, axis)
                     + cartesian_factor(g, X1, X2 + delta, axis)
                     + cartesian_factor(g, X1, X2 - delta, axis) - 4 * right) / delta**2
        overlaps.append((left * right).sum() * h * h)
        kinetics.append(-0.5 * (left * laplacian).sum() * h * h)
    overlap = overlaps[0]**2 * overlaps[1]
    kinetic = (2 * kinetics[0] * overlaps[0] * overlaps[1]
               + kinetics[1] * overlaps[0]**2)
    nodes, weights = np.polynomial.legendre.leggauss(60)
    radius, radial_weight = 4.5 * (nodes + 1), 4.5 * weights
    cosine, angular_weight = np.polynomial.legendre.leggauss(40)
    r, mu = np.meshgrid(radius, cosine, indexing="ij")

    def coulomb(kind, point):
        def marginal(u, axis):
            u = np.asarray(u)[..., None]
            if kind == "electron 1":
                x1, x2 = u + point * axis, line
            elif kind == "electron 2":
                x1, x2 = line, u + point * axis
            else:
                x1, x2 = line + u, line
            return (cartesian_factor(f, x1, x2, axis)
                    * cartesian_factor(g, x1, x2, axis)).sum(-1) * h
        density = marginal(r * np.sqrt(1 - mu**2), 0) * marginal(0.0, 0) * marginal(r * mu, 1)
        return 2 * np.pi * radial_weight @ (r * density) @ angular_weight

    attraction = -sum(coulomb(kind, point) for kind in ("electron 1", "electron 2")
                      for point in (R / 2, -R / 2))
    return overlap, kinetic, attraction, coulomb("pair", 0.0)


hartree = constants.hbar**2 / (constants.m_e * constants.physical_constants["Bohr radius"][0]**2)
coulomb_unit = constants.e**2 / (4 * np.pi * constants.epsilon_0
                                 * constants.physical_constants["Bohr radius"][0])
assert abs(hartree / coulomb_unit - 1) < 1e-8
print(f"R = {R} bohr; reference energy = {REFERENCE} hartree")
print(f"hbar^2/(m a0^2) = {hartree:.8e} J")

f = np.array([0.9, 0.6, -0.2, 0.6, -0.5])
g = np.array([0.5, 0.8, 0.15, -0.3, 0.7])
o, k, a, r, _, _ = pair_integrals(f, g, R)
closed = [float(o), float(o * k), float(o * a), float(o * r)]
direct = quadrature_integrals(f, g)
for exact, numeric, tolerance in zip(closed, direct, (1e-8, 1e-5, 1e-7, 1e-7)):
    # the kinetic tolerance allows for the finite-difference Laplacian
    assert abs(exact / numeric - 1) < tolerance
A = np.array([[f[0], f[2]], [f[2], f[1]]])
B = np.array([[g[0], g[2]], [g[2], g[1]]])
G = np.linalg.inv(A + B)
D = np.linalg.inv(np.linalg.inv(A) + np.linalg.inv(B))
shift, centre = f[3:] - g[3:], G @ (A @ f[3:] + B @ g[3:])
assert abs(np.pi**3 * np.linalg.det(A + B)**-1.5 * np.exp(-shift @ D @ shift) / o - 1) < 1e-12
print("pair, order a11 a22 a12 (bohr^-2) s1 s2 (bohr):")
print("  bra", *f, "  ket", *g)
print(f"  det(A+B) = {np.linalg.det(A + B):.6f} bohr^-4")
print(f"  D11, D12, D22 = {D[0, 0]:.6f}, {D[0, 1]:.6f}, {D[1, 1]:.6f} bohr^-2")
print(f"  d^T D d = {shift @ D @ shift:.6f} (no unit)")
print(f"  product centres p1, p2 = {centre[0]:.6f}, {centre[1]:.6f} bohr")
print(f"  v for r12 = {G[0, 0] + G[1, 1] - 2 * G[0, 1]:.6f} bohr^2")
for name, unit, exact, numeric in zip(("overlap", "kinetic", "attraction", "repulsion"),
                                      ("bohr^6",) + 3 * ("hartree bohr^6",), closed, direct):
    print(f"  {name}: formula {exact:.7f}, quadrature {numeric:.7f} {unit}")

# ---- doubling the number of optimised functions -------------------------------
rng = np.random.default_rng(7)
parameters = np.array([[0.5 * np.log(0.4)], [-0.05], [0.5 * np.log(0.3)], [0.7], [-0.6]])
step_limits = {1: 300, 2: 400, 4: 600, 8: 600, 16: 800, 32: 800}
results = {}
for K, limit in step_limits.items():
    while parameters.shape[1] < K:
        parameters = add_function(parameters, rng)
    start_energy = solve(parameters)[0]
    if K == 4:
        x = parameters.ravel()
        slope = energy_and_slope(x)[1]
        numeric = np.array([(energy_and_slope(x + e)[0] - energy_and_slope(x - e)[0]) / 2e-5
                            for e in 1e-5 * np.eye(x.size)])
        slope_error = np.abs(slope - numeric).max()
        assert slope_error < 1e-6 and np.abs(slope).max() > 1e-4
    x, energy, largest_slope, steps = minimise(energy_and_slope, parameters.ravel(), limit)
    parameters = x.reshape(5, -1)
    results[K] = (parameters, energy, start_energy, largest_slope, steps, solve(parameters)[2])
print(f"slope formula against finite differences, K=4: {slope_error:.1e} hartree")

print("K | energy before, after optimisation (hartree) | gap (microhartree)")
gaps = {K: result[1] - REFERENCE for K, result in results.items()}
for K, result in results.items():
    print(f"  {K:2d} | {result[2]:.7f}, {result[1]:.7f} | {1e6 * gaps[K]:.1f}")
print("K | steps | largest slope (hartree) | smallest overlap eigenvalue")
for K, result in results.items():
    print(f"  {K:2d} | {result[4]} | {result[3]:.1e} | {result[5]:.1e}")
sizes = list(results)
for small, large in zip(sizes, sizes[1:]):
    assert results[large][2] <= results[small][1] + 1e-8     # nested spaces
    assert gaps[large] < gaps[small]
    print(f"gap reduction K={small} to {large}: factor {gaps[small] / gaps[large]:.2f}")
assert min(gaps.values()) > -1e-7       # the reference itself is rounded
assert gaps[32] < 2e-4

one = to_functions(results[1][0])[:, 0]
print("K=1 function: a11, a22, a12 = " + ", ".join(f"{q:.5f}" for q in one[:3]) + " bohr^-2")
print(f"K=1 centres: s1, s2 = {one[3]:.5f}, {one[4]:.5f} bohr")
for K in (1, 32):
    T, attraction, repulsion = components(results[K][0])
    print(f"K={K}: kinetic {T:.6f}, attraction {attraction:.6f}, repulsion {repulsion:.6f} hartree")
print(f"proton repulsion = {1 / R:.6f} hartree")

# ---- projected energy against diagonalisation over all separate images --------
four = results[4][0]
separate = images(to_functions(four)).reshape(5, -1)
o, k, a, r, _, _ = pair_integrals(separate[:, :, None], separate[:, None, :], R)
norm = 1 / np.sqrt(np.diag(o))
scale = norm[:, None] * norm
eigenvalues, vectors = np.linalg.eigh(o * scale)
kept = eigenvalues > 1e-9
X = vectors[:, kept] / np.sqrt(eigenvalues[kept])
full_energy = np.linalg.eigvalsh(X.T @ (o * (k + a + r) * scale) @ X)[0] + 1 / R
assert abs(full_energy - results[4][1]) < 1e-6
print(f"K=4 energy from all 16 separate images = {full_energy:.7f} hartree")

# ---- virial relation of the optimised function --------------------------------
T, attraction, repulsion = components(four)
V = attraction + repulsion + 1 / R
force_term = R * (solve(four, R + 1e-3)[0] - solve(four, R - 1e-3)[0]) / 2e-3
virial = 2 * T + V + force_term
assert abs(virial) < 1e-4               # limited by the remaining slopes
print(f"K=4: 2T+V = {2 * T + V:.6f}, R dE/dR = {force_term:.6f} hartree")
print(f"K=4: virial sum = {virial:.1e} hartree")

# ---- the same number of functions without coupling between the electrons ------
uncoupled = results[8][0].copy()
uncoupled[1] = 0.0
_, uncoupled_energy, _, _ = minimise(uncoupled_energy_and_slope, uncoupled.ravel(), 400)
assert results[8][1] + 1e-3 < uncoupled_energy < -1.1
print(f"K=8 with a12 = 0, optimised again: {uncoupled_energy:.7f} hartree")
print(f"cost of a12 = 0 at K=8: {1e3 * (uncoupled_energy - results[8][1]):.3f} millihartree")

# ---- Rayleigh quotient of the largest basis with 30 digits --------------------
mp.mp.dps = 30
extended = tuple(np.frompyfunc(function, 1, 1) for function in (mp.exp, mp.sqrt, mp.erf))
to_mp = np.frompyfunc(lambda value: mp.mpf(float(value)), 1, 1)
largest = results[32][0]
functions, c = to_mp(to_functions(largest)), to_mp(solve(largest)[1])
o, k, a, r, _, _ = pair_integrals(functions[:, :, None], images(functions), R, library=extended)
pair_weight = c[:, None] * c[None, :]
precise = float((pair_weight * (o * (k + a + r)).sum(0)).sum()
                / (pair_weight * o.sum(0)).sum()) + 1 / R
assert abs(precise - results[32][1]) < 5e-8     # half a unit of the last printed digit
print(f"K=32 energy with 30 digits = {precise:.9f} hartree")
print(f"K=32 rounding difference = {abs(precise - results[32][1]):.1e} hartree")
print(f"K=32 energy = {precise * hartree:.7e} J")
print("finished without a failed check")
```

It prints:

```
R = 1.4 bohr; reference energy = -1.1744757 hartree
hbar^2/(m a0^2) = 4.35974472e-18 J
pair, order a11 a22 a12 (bohr^-2) s1 s2 (bohr):
  bra 0.9 0.6 -0.2 0.6 -0.5   ket 0.5 0.8 0.15 -0.3 0.7
  det(A+B) = 1.957500 bohr^-4
  D11, D12, D22 = 0.301277, -0.000255, 0.320051 bohr^-2
  d^T D d = 0.705460 (no unit)
  product centres p1, p2 = 0.427969, 0.083142 bohr
  v for r12 = 1.379310 bohr^2
  overlap: formula 5.5913886, quadrature 5.5913886 bohr^6
  kinetic: formula 7.9467531, quadrature 7.9467522 hartree bohr^6
  attraction: formula -23.9792540, quadrature -23.9792540 hartree bohr^6
  repulsion: formula 5.2216369, quadrature 5.2216369 hartree bohr^6
slope formula against finite differences, K=4: 1.4e-09 hartree
K | energy before, after optimisation (hartree) | gap (microhartree)
   1 | -0.9677877, -1.0801502 | 94325.5
   2 | -1.1236271, -1.1434942 | 30981.5
   4 | -1.1484371, -1.1605866 | 13889.1
   8 | -1.1645267, -1.1723779 | 2097.8
  16 | -1.1728012, -1.1741751 | 300.6
  32 | -1.1742326, -1.1744360 | 39.7
K | steps | largest slope (hartree) | smallest overlap eigenvalue
   1 | 25 | 5.5e-08 | 1.0e+00
   2 | 38 | 2.6e-08 | 3.3e-01
   4 | 131 | 8.7e-08 | 2.2e-01
   8 | 342 | 5.7e-08 | 8.6e-02
  16 | 800 | 8.6e-05 | 3.4e-03
  32 | 800 | 8.7e-06 | 3.1e-03
gap reduction K=1 to 2: factor 3.04
gap reduction K=2 to 4: factor 2.23
gap reduction K=4 to 8: factor 6.62
gap reduction K=8 to 16: factor 6.98
gap reduction K=16 to 32: factor 7.57
K=1 function: a11, a22, a12 = 0.76028, 0.18426, 0.03563 bohr^-2
K=1 centres: s1, s2 = 0.66110, -0.26749 bohr
K=1: kinetic 1.105306, attraction -3.502481, repulsion 0.602739 hartree
K=32: kinetic 1.174996, attraction -3.651098, repulsion 0.587381 hartree
proton repulsion = 0.714286 hartree
K=4 energy from all 16 separate images = -1.1605866 hartree
K=4: 2T+V = 0.001833, R dE/dR = -0.001834 hartree
K=4: virial sum = -5.9e-07 hartree
K=8 with a12 = 0, optimised again: -1.1597887 hartree
cost of a12 = 0 at K=8: 12.589 millihartree
K=32 energy with 30 digits = -1.174435971 hartree
K=32 rounding difference = 2.8e-14 hartree
K=32 energy = -5.1202410e-18 J
finished without a failed check
```
